# Berry-Phase Overlaps Between Ultrasoft Bloch Orbitals at Neighbouring k Points

When an insulating crystal is placed in a weak electric field, or when its atoms are displaced, a net electronic charge generally flows through every cell, unless symmetry forbids it, as for a displacement that preserves a centre of inversion. The charge density of one cell does not determine the polarization, because the answer depends on where the cell is cut. The phases of the Bloch orbitals do determine it, up to a quantum, and they enter through overlaps between orbitals at neighbouring wave vectors. With ultrasoft pseudopotentials the computed orbitals are smooth, and part of their charge near the nuclei is missing. That charge has to be restored in an overlap between two different wave vectors, where the usual augmentation charges are not sufficient.

Let $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ be an all-electron orbital of an independent-particle Hamiltonian, normalized over one cell, with $u_{n\mathbf k}$ cell periodic. The required overlap is

$$M_{mn}(\mathbf k,\mathbf b)=\int_{\rm cell}u_{m\mathbf k}^*u_{n,\mathbf k+\mathbf b}\,d^3r .$$

Since $u_{m\mathbf k}^*=e^{i\mathbf k\cdot\mathbf r}\psi_{m\mathbf k}^*$ and $u_{n,\mathbf k+\mathbf b}=e^{-i(\mathbf k+\mathbf b)\cdot\mathbf r}\psi_{n,\mathbf k+\mathbf b}$, the exponentials combine to give

$$M_{mn}=\int_{\rm cell}\psi_{m\mathbf k}^*\,e^{-i\mathbf b\cdot\mathbf r}\,\psi_{n,\mathbf k+\mathbf b}\,d^3r. \tag{1}$$

Under a lattice translation $\mathbf T$ the three factors acquire $e^{-i\mathbf k\cdot\mathbf T}$, $e^{-i\mathbf b\cdot\mathbf T}$ and $e^{i(\mathbf k+\mathbf b)\cdot\mathbf T}$, whose product is one. The integrand is therefore periodic. The cell may be chosen so that it cuts no augmentation sphere, or a cut sphere may be reassembled from its periodic images.

The ultrasoft orbital $\tilde\psi$ equals $\psi$ outside non-overlapping spheres centred at the atomic positions $\mathbf R_I$. In each sphere there are all-electron partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ that join them at the surface, and localized projectors $\beta_i$ with $\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}$. The site label on these functions is suppressed until it is needed. With $c_i=\langle\beta_i|\tilde\psi\rangle$, the all-electron orbital is reconstructed as

$$\psi=\tilde\psi+\sum_i\Delta_i c_i,\qquad \Delta_i=\phi_i-\tilde\phi_i .$$

For two orbitals, at the same or at different wave vectors, the product inside one sphere is

$$\psi_m^*\psi_n=\tilde\psi_m^*\tilde\psi_n+\sum_j\tilde\psi_m^*\Delta_jc_{jn}+\sum_i c_{im}^*\Delta_i^*\tilde\psi_n+\sum_{ij}c_{im}^*\Delta_i^*\Delta_jc_{jn}.$$

The two mixed terms still contain the full smooth orbitals. Here an assumption is needed: inside the sphere the smooth orbital is represented by its partial waves, $\tilde\psi=\sum_i\tilde\phi_ic_i$. Inserting this in the mixed terms gives the coefficient of $c_{im}^*c_{jn}$ as

$$\tilde\phi_i^*\Delta_j+\Delta_i^*\tilde\phi_j+\Delta_i^*\Delta_j
=\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j\equiv Q_{ij}.$$

The equality follows by expanding $(\tilde\phi_i+\Delta_i)^*(\tilde\phi_j+\Delta_j)$ and removing $\tilde\phi_i^*\tilde\phi_j$. The pair density is thus

$$\psi_m^*\psi_n=\tilde\psi_m^*\tilde\psi_n+\sum_{I,ij}\langle\tilde\psi_m|\beta_i^I\rangle\,Q_{ij}^I(\mathbf r-\mathbf R_I)\,\langle\beta_j^I|\tilde\psi_n\rangle. \tag{2}$$

If the partial waves are incomplete, (2) serves as the ultrasoft definition of the pair density and approximates the all-electron product.

Now insert (2) in (1), with $\tilde\psi_m$ taken at $\mathbf k$ and $\tilde\psi_n$ at $\mathbf k+\mathbf b$. The first term becomes the overlap of the smooth periodic parts $\tilde u_{n\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\tilde\psi_{n\mathbf k}$. In the second, put $\mathbf r=\mathbf R_I+\mathbf y$, so that $e^{-i\mathbf b\cdot\mathbf r}=e^{-i\mathbf b\cdot\mathbf R_I}e^{-i\mathbf b\cdot\mathbf y}$. The projections do not depend on $\mathbf y$ and leave the integral. The result is

$$\begin{aligned}
M_{mn}(\mathbf k,\mathbf b)={}&\langle\tilde u_{m\mathbf k}|\tilde u_{n,\mathbf k+\mathbf b}\rangle\\
&+\sum_{I}e^{-i\mathbf b\cdot\mathbf R_I}\sum_{ij}
\langle\tilde\psi_{m\mathbf k}|\beta_i^I\rangle q_{ij}^I(\mathbf b)
\langle\beta_j^I|\tilde\psi_{n,\mathbf k+\mathbf b}\rangle,
\end{aligned}\tag{3}$$

$$q_{ij}^I(\mathbf b)=\int Q_{ij}^I(\mathbf y)e^{-i\mathbf b\cdot\mathbf y}\,d^3y. \tag{4}$$

The sum over $I$ runs over the atoms of one cell. No expansion in $\mathbf b$ has been made. At $\mathbf b=0$ the transform reduces to the augmentation charge $q_{ij}=\int Q_{ij}\,d^3y$, and (3) becomes the orthonormality condition $\langle\tilde\psi_{m\mathbf k}|S|\tilde\psi_{n\mathbf k}\rangle=\delta_{mn}$ with $S=1+\sum_{I,ij}|\beta_i^I\rangle q_{ij}^I\langle\beta_j^I|$.

The site phase in (3) belongs to projections of the full Bloch orbitals. One may instead work with projections of the periodic parts,

$$p_i(\mathbf k)=\int\beta_i^*(\mathbf y)e^{i\mathbf k\cdot\mathbf y}\tilde u_{\mathbf k}(\mathbf R_I+\mathbf y)\,d^3y .$$

Because $\tilde\psi_{\mathbf k}(\mathbf R_I+\mathbf y)=e^{i\mathbf k\cdot\mathbf R_I}e^{i\mathbf k\cdot\mathbf y}\tilde u_{\mathbf k}(\mathbf R_I+\mathbf y)$, the two kinds are related by $\langle\beta_i|\tilde\psi_{\mathbf k}\rangle=e^{i\mathbf k\cdot\mathbf R_I}p_i(\mathbf k)$. The phases in (3) then multiply to

$$e^{-i\mathbf b\cdot\mathbf R_I}e^{-i\mathbf k\cdot\mathbf R_I}e^{i(\mathbf k+\mathbf b)\cdot\mathbf R_I}=1 .$$

With $p_i$ the factor $e^{-i\mathbf b\cdot\mathbf R_I}$ has already been used and must not be applied again.

For atom-centred functions in three dimensions, (4) reduces to radial integrals. Write $Q_{ij}(\mathbf y)=\sum_{LM}c_{LM}F_L(r)Y_{LM}(\hat{\mathbf y})$ with real spherical harmonics and $r=|\mathbf y|$, and use

$$e^{-i\mathbf b\cdot\mathbf y}=4\pi\sum_{LM}(-i)^Lj_L(br)Y_{LM}(\hat{\mathbf b})Y_{LM}(\hat{\mathbf y}).$$

Orthonormality of the harmonics removes the angular integral:

$$q_{ij}(\mathbf b)=4\pi\sum_{LM}(-i)^Lc_{LM}Y_{LM}(\hat{\mathbf b})\int_0^\infty r^2F_L(r)j_L(br)\,dr. \tag{5}$$

A product of an s and a p function contains $L=1$ and gives an imaginary transform. A product of two real p functions contains only the even values $L=0$ and $L=2$ (for $p_xp_y$, $L=2$ alone) and gives a real one.

To turn overlaps into a polarization, consider first one band in one dimension with cell length $a$. In a smooth gauge with $\psi_{k+2\pi/a}=\psi_k$, the Wannier function is $w(x)=(a/2\pi)\int\psi_k\,dk$ over one zone. Since $xe^{ikx}=-i\partial_ke^{ikx}$, integration by parts gives

$$xw=\frac{a}{2\pi}\int e^{ikx}\,i\partial_ku_k\,dk .$$

The boundary term vanishes because $e^{ikx}u_k=\psi_k$ is periodic in $k$. Bloch functions normalized over a cell satisfy $\int\psi_k^*e^{ik'x}f_{k'}dx=(2\pi/a)\delta(k-k')\langle u_k|f_k\rangle_{\rm cell}$ for periodic $f$ and wave vectors in one zone. The Wannier centre is therefore

$$\bar x=\langle w|x|w\rangle=\frac{a}{2\pi}\int A(k)\,dk,\qquad A(k)=i\langle u_k|\partial_ku_k\rangle .$$

Normalization makes $A$ real. For a small step, $M=1+b\langle u_k|\partial_ku_k\rangle+O(b^2)=1-ibA+O(b^2)$, so $\arg M=-bA$ to first order. Adding the phases of $J$ links with $b=2\pi/(aJ)$ gives

$$\bar x=-\frac{a}{2\pi}\arg\prod_{j=1}^{J}M(k_j,b)\quad(\mathrm{mod}\ a), \tag{6}$$

in the limit of large $J$. The ambiguity of $a$ comes from the ambiguity of $2\pi$ in the argument. It reflects the freedom to choose the Wannier function in any cell.

For several occupied bands, $M$ in (6) is replaced by $\det M$, and the result is the sum of the centres: in a smooth gauge $M_{mn}=\delta_{mn}-ibA_{mn}+O(b^2)$ with $A_{mn}=i\langle u_{mk}|\partial_ku_{nk}\rangle$, so $\det M=1-ib\sum_nA_{nn}+O(b^2)$ and $\arg\det M=-b\sum_nA_{nn}$ to first order. A unitary mixing $U_k$ of the occupied orbitals changes $M(k,b)$ to $U_k^\dagger M(k,b)U_{k+b}$. In the closed product each $\det U_k$ meets its complex conjugate, so the product does not depend on the mixing. This requires that the last orbitals be the first ones continued to $k+2\pi/a$, with $\psi_{k+2\pi/a}=\psi_k$. The plane-wave coefficients of the periodic part then shift by one reciprocal-lattice vector, while $\langle\beta_i|\tilde\psi\rangle$ is unchanged. The occupied bands must stay separated from the empty ones along the string; in a metal the occupied set changes with $k$ and this construction fails.

A fine string has small $b$, which might suggest that $q_{ij}(0)$ would suffice in (3). The expansion of (4) in one dimension,

$$q_{ij}(b)=q_{ij}-ib\,d_{ij}+O(b^2),\qquad d_{ij}=\int yQ_{ij}(y)\,dy, \tag{7}$$

shows why it does not. Let $M^{(0)}$ be the overlap with $q_{ij}(0)$ but with the site phase retained. In a smooth gauge $M^{(0)}=1+O(b)$, and hence

$$\frac{M}{M^{(0)}}=1-ibD(k)+O(b^2),\quad
D(k)=\sum_{I,ij}\langle\tilde\psi_k|\beta_i^I\rangle d_{ij}^I\langle\beta_j^I|\tilde\psi_k\rangle .$$

Since $Q_{ji}=Q_{ij}^*$, the matrix $d$ is Hermitian and $D$ is real. Each link loses a phase $-bD$, but the number of links grows as $1/b$. From (6), using $ab/2\pi=1/J$,

$$\bar x-\bar x^{(0)}\longrightarrow\frac{a}{2\pi}\sum_j bD(k_j)=\frac1J\sum_jD(k_j). \tag{8}$$

The lost quantity is the mean dipole of the augmentation charge about its own sites, divided by the charge of the particle. Refining the string does not recover it. The second-order terms in (7) contribute $O(b^2)$ per link, hence at most $O(b)$ in the sum, and vanish in the limit. For given orbitals, a smoothed $Q_{ij}$ with the same charge and dipole therefore gives the same limiting centre, although its overlaps at finite $b$ may differ.

A one-dimensional crystal allows both sides of (3) to be computed separately. Hartree atomic units are used, and the electrons do not interact. The cell length is $a=8$ bohr. Site A is at 1.5 bohr and site B at 3.9 bohr. Each carries a well

$$V_I(y)=-v_I(1-y^2/r_I^2)^{12}\quad\text{for } |y|<r_I,$$

and zero outside. Site A has $v_A=2.0$ hartree and $r_A=1.2$ bohr; site B has $v_B=2.4$ hartree and $r_B=0.9$ bohr. The spheres do not touch, since $1.2+0.9=2.1$ bohr is less than the separation of 2.4 bohr.

Diagonalizing the full Hamiltonian in 141 plane waves gives a lowest band between $-0.5213$ and $-0.5148$ hartree on a string of 64 points. The next band starts at $-0.3129$ hartree on these points. At $k=\pi/2a$ the lowest energy is $\varepsilon=-0.5181$ hartree, which serves as reference energy for the partial waves.

Inside each well there are two independent solutions at this energy. The even one, $\phi_{\rm e}$, has value 1 at the centre; the odd one, $\phi_{\rm o}$, has slope 1 there. They are found by numerical integration outwards. For the smooth partner, let $t=y/r_I$ and $\ell=0$ for even or $1$ for odd parity, and take

$$\tilde\phi=t^\ell\left[\sum_{n=0}^4c_nt^{2n}-s_Ic_0(1-t^2)^5\right].$$

The five $c_n$ match the value and first four derivatives of $\phi$ at the sphere edge. The last term does not disturb this matching and lowers the central amplitude; $s_A=0.5$ and $s_B=0.2$.

The ultrasoft Hamiltonian needs no local potential here. Define

$$\chi_i=\left(\varepsilon+\tfrac12\frac{d^2}{dy^2}\right)\tilde\phi_i,\quad B_i=\int\tilde\phi_i\chi_i\,dy,\quad \beta_i=\frac{\chi_i}{B_i},$$

where the integral runs over the sphere and $\chi_i$ is zero outside. Opposite parities are orthogonal, so $\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}$. With $D_{ij}=B_i\delta_{ij}+\varepsilon q_{ij}$ as coefficients of the nonlocal potential, and $q_{ij}$ diagonal by parity,

$$\begin{aligned}
-\tfrac12\tilde\phi_i''+\beta_i(B_i+\varepsilon q_{ii})
&=-\tfrac12\tilde\phi_i''+\chi_i+\varepsilon q_{ii}\beta_i\\
&=\varepsilon(\tilde\phi_i+q_{ii}\beta_i).
\end{aligned}$$

This is the generalized equation $\tilde H\tilde\phi_i=\varepsilon S\tilde\phi_i$ inside the sphere. A crystal orbital of energy $\varepsilon$ is a combination of $\phi_{\rm e}$ and $\phi_{\rm o}$ in every well. Replacing them by their smooth partners therefore gives a solution of the ultrasoft problem at the same energy. At other energies in the band the replacement is approximate.

Take first a string of two points, $k=\mp\pi/2a$, with $b=\pi/a=0.3927$ bohr$^{-1}$. Time reversal gives both orbitals the energy $\varepsilon$, so the partial-wave representation holds for both ends of each link even though $b$ is not small. At site A, quadrature gives $q_{\rm ee}(0)=0.6744$ bohr and $q_{\rm ee}(b)=0.6692$ bohr. The mixed term vanishes at $b=0$ by parity, but $q_{\rm eo}(b)=-0.02952i$ bohr$^2$. Its first-order estimate from (7), with $d_{\rm eo}=0.07572$ bohr$^3$, is

$$-ibd_{\rm eo}=-i(0.39270)(0.075719)=-0.02973i\ \text{bohr}^2 .$$

At $k=\pi/2a$ the plane-wave part of the normalized ultrasoft orbital has norm 0.6285; the other 0.3715 is augmentation. For the link through $k=0$, the full-potential and ultrasoft overlaps both have modulus 0.90000. The ratio of each part of (3) to the whole is gauge independent:

$$\underbrace{0.6200-0.0569i}_{\text{plane waves}}+\underbrace{0.3800+0.0569i}_{\text{augmentation}}=1 .$$

Neither part alone has the phase of $M$. The product of the two links, the second of which crosses the zone boundary, is $-0.26465-0.71367i$ from the full potential. The ultrasoft product with $q(b)$ differs from it by $2.3\times10^{-11}$ in modulus. With $q(0)$ the difference is $4.5\times10^{-3}$, or 0.6% of the product's modulus of 0.7612.

The argument of the product is $-1.9259$, so (6) gives the two-point estimate

$$\bar x=\frac{8}{2\pi}(1.9259)=2.452\ \text{bohr}.$$

A string of 64 points gives 2.4657 bohr from the full potential. The difference of 0.014 bohr is the discretization error of the coarse string relative to the fine one, and it is present without any pseudopotential.

On the fine string the ultrasoft orbitals have energies throughout the band, while their partial waves were made at one energy. The centre with $q(b)$ is 2.4658 bohr, which exceeds the full-potential value by $1.3\times10^{-4}$ bohr. This remainder is a transferability error: it is absent to numerical precision when both ends of a link have energy $\varepsilon$. With $q(0)$ the centre is 2.4614 bohr, too low by $4.3\times10^{-3}$ bohr. Without any augmentation it is 2.6989 bohr, too high by 0.233 bohr.

The centres with $q(b)$ and $q(0)$ differ by 0.00445101 bohr for 32 points and by 0.00444530 bohr for 64. The approach to the limit is quadratic in $b$. Traversing a link backwards conjugates its overlap, because $q_{ij}(b)^*=q_{ji}(-b)$, and so reverses its phase. For a smooth periodic band, the discrete sum over $k$ approaches $1/b$ times an integral faster than any power of $b$. That integral is odd in $b$, so the estimated centre has an even expansion. Halving $b$ reduces the leading error by four, and the extrapolated shift is

$$\frac{4(0.00444530)-0.00445101}{3}=0.004443\ \text{bohr}.$$

The mean of $D(k)$ over the 64 points, computed from the projections and $d_{ij}$, is also 0.004443 bohr, as (8) requires.

Let the band hold two electrons, and let each site carry an ion of charge $+e$. Electrons have charge $-e$, so the cell dipole is

$$\begin{aligned}
p&=e(R_A+R_B-2\bar x)\\
&=e(1.5+3.9-2\times2.4658)\ \text{bohr}=0.468\,e\ \text{bohr},
\end{aligned}$$

or $3.97\times10^{-30}$ C m, on the branch fixed by these positions. Moving the doubly occupied Wannier centre by one cell changes $p$ by $2ea$, and choosing another periodic image of one ion changes it by $ea$, so $p$ is defined modulo $ea=8\,e$ bohr. The full-potential dipole is 0.469 $e$ bohr. Using $q(0)$ would raise the ultrasoft dipole by $2\times0.00445=0.0089\,e$ bohr, about 2% of its value. Omitting augmentation altogether would give $5.4-2\times2.6989=0.002\,e$ bohr and remove nearly the whole dipole on this branch. These sizes belong to this model. What carries over to a real crystal is the structure of (3): the site phase locates the augmentation charge, and the first-order part of $q_{ij}(\mathbf b)$ supplies its dipole about that site.
